# Finite-field settings and the Landau test for a first-order ferroelectric transition

Electronic-structure programs let the user apply a uniform electric field to an insulating crystal. If polarization $P$ is sampled at several fields $E$ and temperatures $T$, plot $E/P$ against $P^2$. For a uniform uniaxial ferroelectric described by a sixth-order Landau energy,

$$\frac{E}{P}=a+bP^2+cP^4,\qquad a=\alpha(T-T_0),\quad \alpha,c>0. \tag{1}$$

The intercept is $a$, the initial slope is $b$, and the transition at zero field is first order if and only if $b<0$. For constant $b$ and $c$ it then occurs at

$$T_c=T_0+\frac{3b^2}{16\alpha c},\qquad P_c^2=-\frac{3b}{4c}, \tag{2}$$

where $P_c$ is the jump in polarization. The field values, the electrical boundary condition and the treatment of the cell shape decide whether the fit yields these coefficients.

## What the field setting does

The field adds $-EP$ per volume to the energy. With ionic motion sampled at temperature $T$, the relevant quantity is the free energy

$$F=F_0(P)-EP,\qquad F_0=\frac a2P^2+\frac b4P^4+\frac c6P^6.$$

Here $P$ is measured from the nonpolar reference. A periodic calculation gives polarization only up to a quantum, so its branch must be followed continuously from that reference. Other lattice distortions are assumed to follow $P$ uniquely. Relaxing ions without thermal sampling gives one zero-temperature curve, and hence neither $\alpha$ nor $T_0$.

Equilibrium requires $\partial F/\partial P=0$, so

$$E=f(P)\equiv aP+bP^3+cP^5.$$

Division by $P\ne0$ gives (1). The equation is linear in the unknown coefficients, which is why this plot is useful.

The algebra uses atomic units, $4\pi\varepsilon_0=1$. At small field $P=E/a$, so the relative permittivity is $1+P/(\varepsilon_0E)=1+4\pi/a$. Numbers for the capacitor use MV/cm, µC/cm² and K. The product of the first two units is 1 MJ/m³.

## Why the initial slope decides the order

Let $x=P^2$ and $b<0$. Completing the square at zero field gives

$$F_0=\frac x2\left(a+\frac b2x+\frac c3x^2\right)
=\frac x2\left[a-\frac{3b^2}{16c}+\frac c3(x-x_c)^2\right],$$

with $x_c=-3b/(4c)$. The cross term in the square is $-2cx_cx/3=bx/2$, and its constant is $cx_c^2/3=3b^2/(16c)$, as required.

If $a>a_c=3b^2/(16c)$, the bracket is positive and $P=0$ has the lowest energy. At $a=a_c$, the states $x=0$ and $x=x_c$ are degenerate. Below $a_c$ the polar state is lower. The polarization therefore jumps, and $\alpha(T_c-T_0)=a_c$ gives (2).

For $b\ge0$ and $a\ge0$, every term in $F_0$ is nonnegative and $P=0$ is the minimum. For $a<0$ the polar solution of $a+bx+cx^2=0$ is

$$x=\frac{-b+\sqrt{b^2-4ac}}{2c},$$

which tends to zero as $a\to0^-$. The transition is continuous, including the case $b=0$.

If $b$ varies with temperature, its sign where $a=0$ matters. Suppose that it is negative there, and that higher terms keep the energy bounded from below. At $a=0$ and small $P$, $F_0\simeq bP^4/4<0$. By continuity a polar state already has negative energy at slightly positive $a$, where $P=0$ is still a local minimum. The change of stable state must then cross a barrier, and is first order.

The converse needs the sixth-order form. Add $dP^8/8$ and take the dimensionless values $b=0.1$, $c=-1$, $d=1$. At $x=0.8$,

$$\frac{F_0}{x}=\frac a2+0.0200-0.1067+0.0640=\frac a2-0.0227.$$

A polar state has negative energy for $a<0.045$, although $P=0$ is locally stable for all $a>0$. The transition is first order despite a positive initial slope. Direct minimization, lowering $a$ in steps of 0.001, gives a jump of 0.898.

## Which fields reach which states

The nonzero solutions at zero field obey $a+bx+cx^2=0$. They are real for $a\le b^2/(4c)$, so for $b<0$ the polar state survives on heating up to

$$T_{\rm polar}=T_0+\frac{b^2}{4\alpha c}.$$

Under field, local stability at fixed $E$ requires

$$\frac{dE}{dP}=a+3bx+5cx^2>0.$$

For $b<0$ the minimum of this expression lies at $x=-3b/(10c)$ and equals $a-9b^2/(20c)$. Field-induced jumps therefore end at

$$T_{\rm end}=T_0+\frac{9b^2}{20\alpha c}.$$

Between $T_{\rm polar}$ and $T_{\rm end}$ the model has no remanent polarization, but a field can induce a jump.

A fixed-field calculation leaves a gap in $P$ at such a jump. A fixed-displacement setting can fill it. With $D=\varepsilon_0E+P$ held fixed, the energy is $F_0(P)+(D-P)^2/(2\varepsilon_0)$. Its first derivative vanishes when $dF_0/dP=(D-P)/\varepsilon_0=E$, so the same isotherm results. Its second derivative is $dE/dP+1/\varepsilon_0$. The added $4\pi$ can stabilize uniform states with negative $dE/dP$; this does not exclude the formation of domains.

The field also has an upper limit. If the potential drop across the length of the periodic electronic system reaches roughly the band gap, electrons can lower their energy by moving from valence states at one end to conduction states at the other. The field must be kept below this point, which comes earlier for a longer system.

## How to fit the isotherms

Use single-phase points on one branch. An average over two hysteresis branches is an average of two solutions, and need not satisfy the nonlinear equation $E=f(P)$.

Let the errors $\epsilon$ of the field and $\delta$ of the polarization be independent, with standard deviations $\sigma_E$ and $\sigma_P$. The residual $r=E/P-a-bP^2-cP^4$, multiplied by $P$, is $E-f(P)$. To first order this equals $\epsilon-f'(P)\delta$. Hence

$$\sigma_r=\frac{\sqrt{\sigma_E^2+[f'(P)\sigma_P]^2}}{|P|}. \tag{3}$$

The procedure is:

1. Fit each isotherm to $1,P^2,P^4$, and inspect the sign and temperature trend of $b$.
2. If $b$ and $c$ are constant within error and $a$ is linear in $T$, fit all points jointly to
$$E/P=\theta_1T+\theta_2+bP^2+cP^4,\quad \theta_1=\alpha,\ \theta_2=-\alpha T_0.$$
3. Minimize $\sum r^2/\sigma_r^2$. Start with $\sigma_r$ proportional to $1/|P|$, calculate $f'$ from the fit, update (3), and repeat until the coefficients settle.
4. Compare the final sum with the number of points minus four. A ratio near one supports the noise model and the polynomial together, within the sampled range of $P$ and $T$.

If $A$ has rows $(T,1,P^2,P^4)$ and $W$ is diagonal with entries $1/\sigma_r^2$, setting the derivatives of the sum to zero at fixed weights gives $A^TWA\,\theta=A^TWy$, where $y=E/P$. To leading order the coefficient covariance is $V=(A^TWA)^{-1}$. A derived quantity $q$ has variance $g^TVg$, where $g$ is its gradient. For $T_c=-\theta_2/\theta_1+3b^2/(16\theta_1c)$,

$$g=\left(-\frac{T_c}{\alpha},-\frac1\alpha,\frac{3b}{8\alpha c},-\frac{3b^2}{16\alpha c^2}\right).$$

In a calculation the field is prescribed and $\sigma_E$ may be zero. Equation (3) then fails where $f'=0$. The next term in the error is $-f''\delta^2/2$. For Gaussian $\delta$ it has mean $-f''\sigma_P^2/2$ and standard deviation $|f''|\sigma_P^2/\sqrt2$; both should be included there.

## A capacitor example

The inputs are round model parameters for a 10 nm zirconium-rich hafnium-zirconium oxide film:

- $\alpha=1.0\times10^{-3}$ MV/cm/(µC/cm²)/K and $T_0=50$ K;
- $b=-2.60\times10^{-3}$ MV/cm/(µC/cm²)³;
- $c=9.00\times10^{-6}$ MV/cm/(µC/cm²)⁵.

Five synthetic isotherms from 250 to 450 K contain 59 fields each, from 0.10 to 3.00 MV/cm. Each point is the global minimum of $F$, with Gaussian errors of 0.01 MV/cm and 0.03 µC/cm² added.

The noise-free 300 K curve shows how to read the plot. Between $P^2=0.16$ and 13.71, $E/P$ falls from 0.2496 to 0.2160. The secant slope is

$$\frac{0.2160-0.2496}{13.71-0.16}=-2.48\times10^{-3}.$$

From (1), a secant has slope $b+c(x_1+x_2)$. Here the second term is $0.12\times10^{-3}$, which accounts for the difference from $b$. Between the high-field points $P^2=181.09$ and 261.49 the slope is instead

$$\frac{0.1855-0.0743}{261.49-181.09}=+1.38\times10^{-3}.$$

A line through the high-field branch would thus give the wrong order. The local slope $b+2cx$ changes sign at $x=-b/(2c)=144$ (µC/cm²)², or $P=12$ µC/cm².

The separate noisy fits give $b$ between $-2.607\times10^{-3}$ and $-2.584\times10^{-3}$, with standard errors of at most $0.025\times10^{-3}$. They show no resolved temperature trend. The joint fit gives

$$10^3\alpha=1.003\pm0.002,\quad 10^3b=-2.600\pm0.006,\quad 10^6c=9.01\pm0.02,$$

in the units above, and $T_0=51.3\pm0.9$ K. Its reduced chi-squared is 0.95. In atomic units $b=-9.47\times10^4$ and $c=1.07\times10^{10}$. The transition follows as

$$T_c=51.3+\frac{3(2.5995\times10^{-3})^2}{16(1.0033\times10^{-3})(9.0081\times10^{-6})}
=51.3+140.2=191.5\ {\rm K},$$

with standard error 0.5 K. Direct minimization with the input coefficients gives 190.8 K. The fitted jump is $14.711\pm0.006$ µC/cm², against 14.720 from minimization. Both differences are about 1.5 standard errors.

This $T_c$ lies below the sampled temperatures, so it relies on extrapolating $a$, $b$ and $c$. With $a$ at the mean temperature of 350 K and $b,c$ held fixed, the error of $\alpha$ alone contributes $(350-51)\times0.0022/1.003=0.66$ K to $T_0$ and $(350-191)\times0.0022/1.003=0.35$ K to $T_c$. Sampling nearer the transition reduces this contribution. The 0.5 K covers noise only. If $a$ contains a term $10^{-7}(T-350\ {\rm K})^2$ in MV/cm/(µC/cm²)/K², the reduced chi-squared rises by 0.05, less than its statistical scatter of 0.08, while the fitted $T_c$ is off by 2.4 K.

Weights matter because the error of $E/P$ varies strongly. At 300 K, (3) gives 0.031 at $P=0.401$ µC/cm² and 0.0025 at $P=16.171$ µC/cm², in MV/cm/(µC/cm²). In 300 repeated synthetic experiments, the unweighted fit scattered $b$ by 4.3 times as much as the weighted fit. The largest weighted coefficient bias was 0.29 standard errors, and the scatter of $b$ agreed with its predicted error.

A control with $b=+1.00\times10^{-3}$ and the other inputs unchanged gave a fitted value of $(+1.05\pm0.04)\times10^{-3}$. The method therefore did not impose a negative slope on this data set.

## Field offsets

Suppose that the recorded field is $E=f(P)+E_{\rm off}$. The plot gains $E_{\rm off}/P$, whose slope with respect to $P^2$ is $-E_{\rm off}/(2P^3)$. At small positive $P$ a positive offset can hide a positive $b$.

For the noise-free control at $a=0.25$, an offset of 0.05 MV/cm changes the slope of a straight-line fit over $P=0.5$ to 5 µC/cm² to $-0.98\times10^{-3}$. Since $f$ is odd, the offset cancels in $[E(P)-E(-P)]/2$. The slope then becomes $+1.21\times10^{-3}$. It exceeds $b$ because a straight line also absorbs part of the positive $cP^4$ term. Apply both field directions, and keep the curvature in the fit. If the fields $\pm E$ are prescribed, use $[P(E)-P(-E)]/2$ as the polarization; this cancels the offset to first order on a smooth branch. Omit fields that lie within the offset of a field-induced jump, since there the average mixes two branches.

## Displacement, interfaces and cell shape

If charge density $D$ is plotted in place of $P$, then with $k=1+\varepsilon_0a$,

$$D=P+\varepsilon_0E=kP+\varepsilon_0bP^3+\cdots.$$

Inversion gives $P=D/k-\varepsilon_0bD^3/k^4+\cdots$. Substitution into $E=aP+bP^3+\cdots$ yields

$$\frac ED=\frac ak+\frac{b(k-\varepsilon_0a)}{k^4}D^2+\cdots
=\frac ak+\frac b{k^4}D^2+\cdots.$$

At 300 K this reduces $|b|$ by 8.4%.

A linear interface layer that occupies a fraction $h$ of the thickness carries the same $D$. Its field is $D/(\varepsilon_0\varepsilon_i)$, where $\varepsilon_i$ is its relative permittivity. The average field gives

$$\frac{E_{\rm av}}D=(1-h)\frac ED+\frac h{\varepsilon_0\varepsilon_i}.$$

The layer multiplies the slope by $1-h$, without changing its sign. It raises the intercept if $1/(\varepsilon_0\varepsilon_i)>a/k$, which for $a>0$ means that its permittivity is below the small-field permittivity of the film. For rough values $h=0.05$ and $\varepsilon_i=20$, the temperature at which the intercept vanishes falls from 50 to 20 K. A straight line extrapolated from higher temperatures gives a still lower value, because $a/k$ is curved in $T$. A bulk coefficient should therefore not be taken from a slab's average field without separating the interface.

The cell setting changes $b$ itself. Let $e$ be the equal strain along both in-plane directions, $M$ the biaxial modulus and $QP^2$ the strain preferred by the polar state. The elastic energy is $M(e-QP^2)^2$. In a free cell $e=QP^2$ and this energy vanishes. If the in-plane lengths are clamped at their nonpolar values while the cell can relax along the film normal, $e=0$ leaves $MQ^2P^4$. Fixing the normal length as well can add further elastic energy. Comparison with $bP^4/4$ gives

$$b_{\rm clamped}=b_{\rm free}+4MQ^2.$$

With rough values of 0.5% strain at $P_c$ and $M=280$ GPa, the shift is 23% of $|b|$. If the example's $b$ belongs to a free cell and $\alpha,T_0,c$ are held fixed, clamping multiplies $T_c-T_0$ by $0.77^2=0.59$. This lowers $T_c$ by nearly 60 K. The shift grows as the square of the strain: it is 52% of $|b|$ at 0.75% and cancels $b$ just above 1%, where the clamped transition becomes continuous. Use the constraint of the intended film, and keep it the same for every isotherm.

## Sampling volume and heat

At $T_c$ the completed square becomes $F_0=(c/6)x(x-x_c)^2$. Its derivative is proportional to $(x-x_c)(3x-x_c)$, so the barrier is at $x=x_c/3$:

$$\Delta F=\frac{2c x_c^3}{81}=\frac{|b|^3}{96c^2}.$$

This is 0.0141 eV/nm³. A volume of 1.17 nm³ has a barrier equal to $k_BT_c$. A simulation cell of about this size can cross between wells thermally, so its mean polarization need not describe one phase. Fluctuations matter even with a single well. For a uniform cell of volume $V$, integrating the derivative of the weight $\exp[-V(F_0-EP)/(k_BT)]$ over $P$ gives $\langle f(P)\rangle=E$. Since $\langle P^3\rangle$ generally differs from $\langle P\rangle^3$, a fit to the mean polarization of a small cell gives shifted coefficients. With this weight and the example's fields and temperatures, the joint fit gives $10^3b=-2.08$ at 10 nm³, $-2.54$ at 100 nm³ and $-2.595$ at 1000 nm³. Enlarge the cell until the coefficients settle. A 10 nm cube has a barrier of about $1000/1.166\simeq860\,k_BT_c$ if it switches uniformly; switching through domains is outside this estimate.

At fixed $P$, the polarization part of the entropy density is $-\partial F_0/\partial T=-\alpha P^2/2$. The latent heat is consequently $T_c\alpha P_c^2/2=20.7$ MJ/m³.

Isothermal sampling is also a setting. Without heat exchange, constant entropy requires $C\,dT=\alpha TP\,dP$, where $C$ is the heat capacity per volume at fixed $P$. To leading order $\Delta T=\alpha TP^2/(2C)$, which adds $\alpha^2T/(2C)$ to the apparent $b$. For a rough $C=2.7$ MJ/m³/K this is 2.1% of $|b|$ at 300 K. Use a thermostat, or correct for the warming.

## Relation to real films

The permittivity of 46 at 300 K and polarizations near 15 µC/cm² are in the rough range of zirconium-rich films. At 300 K the model lies between $T_{\rm polar}=238$ K and $T_{\rm end}=388$ K, so it describes field-induced polarity without remanence. Setting $dE/dP=0$ gives $P=6.5$ and 11.4 µC/cm², with limiting fields of 1.02 and 0.73 MV/cm. This window of 0.3 MV/cm is narrow beside the rough 1 MV/cm scale of loops in such films. Real films can also break the assumption of uniformity. If independent grains have a 30 K standard deviation in $T_0$, a fit to their average 300 K curve gives $b=-1.47\times10^{-3}$. Its sign survives, but its magnitude is 43% too small. The polynomial fits this average curve badly, with a reduced chi-squared near 27 for the assumed noise, and the value depends on the weights: $\sigma_r\propto1/|P|$ gives $-1.73\times10^{-3}$ and an unweighted fit $-1.94\times10^{-3}$.

The largest field is 0.75 of a rough 4 MV/cm breakdown field. Tunnelling was estimated for a zero-temperature metal and a triangular barrier of height $\phi$. In atomic units the number of transverse states gives $J=(2\pi^2)^{-1}\int w\,\mathcal T(w)\,dw$, where $w$ is the depth of the normal energy below the Fermi level. Integrating the decay rate through the barrier gives $\mathcal T=\exp[-4\sqrt{2m^*}(\phi+w)^{3/2}/(3E)]$. For the rough values $\phi=2$ eV, $m^*=0.2$ and 100 µs at 3 MV/cm, the charge is 0.001 µC/cm², one thirtieth of the assumed polarization noise. Thermal occupation of the metal raises it to 0.002 µC/cm² at 300 K and 0.005 µC/cm² at 450 K. The estimate depends exponentially on its rough inputs: at zero temperature $\phi=1.8$ eV gives 0.08, $m^*=0.15$ gives 0.065, and $\phi=1.5$ eV gives about 30 µC/cm². It therefore does not show that leakage is negligible in a given film. Leakage through defects is not included. The numerical output lists the remaining values.

## Computed results

```
INPUT alpha, T0: 0.001 MV/cm/(uC/cm2)/K, 50.0 K
INPUT b -2.60e-03 MV/cm/(uC/cm2)^3, c 9.00e-06 MV/cm/(uC/cm2)^5
noise: field 0.01 MV/cm, polarization 0.03 uC/cm2
fields 0.10 to 3.00 MV/cm, 59 per isotherm
300 K noise-free: E (MV/cm), P (uC/cm2), P^2, E/P
  0.10  0.401  0.16  0.2496
  0.50  2.094  4.39  0.2388
  0.80  3.703  13.71  0.2160
  1.00  13.457  181.09  0.0743
  2.00  15.233  232.05  0.1313
  3.00  16.171  261.49  0.1855
single fits: T (K), a, b*1e3, error of b*1e3, c*1e6 (MV/cm, uC/cm2)
  250  0.1993  -2.607  0.025  9.04
  300  0.2500  -2.602  0.016  9.01
  350  0.2999  -2.604  0.015  9.03
  400  0.3494  -2.587  0.016  8.95
  450  0.3994  -2.584  0.021  8.94
joint alpha*1e3 1.0033 +- 0.0022 MV/cm/(uC/cm2)/K
joint b*1e3 -2.5995 +- 0.0063 MV/cm/(uC/cm2)^3
joint c*1e6 9.0081 +- 0.0243 MV/cm/(uC/cm2)^5
joint reduced chi-squared 0.950
fit T0 51.32 +- 0.86 K
fit Tc 191.50 +- 0.48 K; minimization 190.83 K
fit jump 14.711 +- 0.006; minimization 14.720 uC/cm2
true polar-state limit 237.8 K, end of jumps 388.0 K
atomic units: true a(300 K) 0.2782, fit b -9.468e+04, fit c 1.074e+10
relative permittivity at 300 K 46.2
300 repeats: largest bias 0.29 standard errors
scatter/predicted: b 1.00, Tc 1.03
unweighted/weighted scatter of b 4.28
control: input b*1e3 1.00, fit 1.053 MV/cm/(uC/cm2)^3
high-branch line slope*1e3 1.364 MV/cm/(uC/cm2)^3
control, offset 0.05 MV/cm: slope*1e3 -0.984, both polarities 1.215
reduced jumps: b<0 0.867, b>0 0.032, b>0 with P^8 0.898
barrier at Tc 0.0141 eV/nm3; latent heat 20.67 MJ/m3
volume with barrier kTc 1.17 nm3
D used for P: b changes by -8.4 %
layer: fraction 0.05, permittivity 20 (rough); apparent T0 20.4 K
adiabatic: heat capacity 2.7 MJ/m3/K (rough), b shift 2.1 % of |b|
clamping: strain 0.5 %, modulus 280 GPa (rough), b shift 23 % of |b|
T0 spread 30 K: fitted b*1e3 -1.473 MV/cm/(uC/cm2)^3
tunnel barrier 2.0 eV, mass 0.2 m_e, hold 100 us (rough): charge 1.0e-03 uC/cm2
largest field/breakdown (4 MV/cm, rough) 0.75
```
